# The r = 0 term in Numerov's method for radial equations: a numerical check

```python
"""
Result under test: in the Numerov recursion for u'' = f u on r = n h, the
first row contains w0 = u(0) - h^2 u''(0)/12. Setting w0 = 0 shifts energies by
  Coulomb s : + Z a^2 h^2 / 12                       (second order)
  p waves   : - a^2 h^3 tan(pi/sqrt6)/(6 sqrt6 pi)   (third order)
while keeping w0 leaves (h^4/480) * integral of u u^(6)  (fourth order).
Symbols (atomic units): f = l(l+1)/r^2 - 2Z/r + omega^2 r^2 - 2E,
u = a r^(l+1) (1 + c1 r + ...), normalized; w = (1 - h^2 f/12) u.
"""
import math
from collections import namedtuple
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
State = namedtuple("State", "name l Z omega E0 half_width R shape steps")
r_sym = sp.symbols("r", positive=True)
fine = (0.1, 0.05, 0.025, 0.0125)
coarse = (0.4, 0.2, 0.1, 0.05)
half = sp.Rational(1, 2)
states = [
    State("1s", 0, 1, 0, -1/2, 0.05, 24, r_sym*sp.exp(-r_sym), fine),
    State("2s", 0, 1, 0, -1/8, 0.03, 50,
          r_sym*(1 - r_sym/2)*sp.exp(-r_sym/2), fine),
    State("2p", 1, 1, 0, -1/8, 0.03, 50,
          r_sym**2*sp.exp(-r_sym/2), fine),
    State("3d", 2, 1, 0, -1/18, 0.01, 90,
          r_sym**3*sp.exp(-r_sym/3), coarse),
    State("osc-s", 0, 0, 1, 1.5, 0.2, 8,
          r_sym*sp.exp(-half*r_sym**2), fine),
    State("osc-p", 1, 0, 1, 2.5, 0.2, 8,
          r_sym**2*sp.exp(-half*r_sym**2), fine),
]
by_name = {s.name: s for s in states}


def series_value(s, E, r, terms):
    """Regular solution with a = 1, power series cut after `terms` terms."""
    c = [1.0]
    for k in range(1, terms):
        rhs = -2*s.Z*c[k-1]
        if k >= 2:
            rhs -= 2*E*c[k-2]
        if k >= 4:
            rhs += s.omega**2*c[k-4]
        c.append(rhs/(k*(k + 2*s.l + 1)))
    return r**(s.l + 1)*sum(ck*r**k for k, ck in enumerate(c))


def second_derivative_at_origin(s):
    """u''(0) for a = 1."""
    return {0: -2.0*s.Z, 1: 2.0}.get(s.l, 0.0)


def march(s, E, h, mode, terms=14):
    """Outward Numerov march; returns w_0..w_N and the factors 1 - h^2 f/12."""
    n = round(s.R/h)
    r = h*np.arange(1, n + 1)
    f = s.l*(s.l + 1)/r**2 - 2*s.Z/r + s.omega**2*r**2 - 2*E
    q = 1 - h*h*f/12
    g = (h*h*f/q).tolist()
    w0 = 0.0 if mode == "dropped" else -h*h*second_derivative_at_origin(s)/12
    current = float(q[0])*series_value(s, E, h, terms)
    w = [w0, current]
    first = 0
    difference = current - w0
    if mode == "two-point":
        second = float(q[1])*series_value(s, E, 2*h, terms)
        difference = second - current
        current = second
        w.append(current)
        first = 1
    for gn in g[first:n-1]:
        difference += gn*current
        current += difference
        w.append(current)
    return np.array(w), q


def energy(s, h, mode, terms=14):
    return brentq(lambda E: march(s, E, h, mode, terms)[0][-1],
                  s.E0 - s.half_width, s.E0 + s.half_width,
                  xtol=1e-15, rtol=1e-15, maxiter=200)


def errors(s, mode, terms=14):
    return np.array([energy(s, h, mode, terms) - s.E0 for h in s.steps])


def observed_order(err):
    return math.log2(abs(err[1]/err[2]))


# Analytic states: check the differential equation and u''(0), get a^2 and
# the integral that governs the ordinary Numerov truncation error.
a_squared, sixth_integral = {}, {}
for s in states:
    u = s.shape
    f_sym = (sp.Integer(s.l*(s.l + 1))/r_sym**2 - 2*s.Z/r_sym
             + s.omega**2*r_sym**2 - 2*sp.nsimplify(s.E0, rational=True,
                                                   tolerance=1e-12))
    residual = sp.lambdify(r_sym, sp.diff(u, r_sym, 2) - f_sym*u)
    assert max(abs(residual(x)) for x in (0.3, 1.1, 2.7)) < 1e-10
    curvature = float(sp.diff(u, r_sym, 2).subs(r_sym, 0))
    assert abs(curvature - second_derivative_at_origin(s)) < 1e-12
    norm = sp.integrate(sp.expand(u*u), (r_sym, 0, sp.oo))
    integrand = sp.expand(sp.expand(u*sp.diff(u, r_sym, 6)))
    a_squared[s.name] = float(1/norm)
    sixth_integral[s.name] = float(
        sp.integrate(integrand, (r_sym, 0, sp.oo))/norm)

for n, name in ((1, "1s"), (2, "2s")):
    assert abs(a_squared[name] - 4/n**3) < 1e-12

# Sum of the inner p-wave recursion against its closed form.
k = np.arange(0, 20000, dtype=float)
inner_sum = np.sum(1/((k*k - 1/6)*((k + 1)**2 - 1/6)))
inner_closed = -3*math.sqrt(6)*math.pi/math.tan(math.pi/math.sqrt(6))
assert abs(inner_sum - inner_closed) < 1e-10
p_factor = -math.tan(math.pi/math.sqrt(6))/(6*math.sqrt(6)*math.pi)

print("Atomic units: r, h in bohr, energies in hartree; Z=1, omega=1")
print(f"inner p sum S = {inner_sum:.6f}, closed form {inner_closed:.6f}")
print(f"p-wave factor dE/(a^2 h^3) = {p_factor:.6f}")
for s in states:
    print(f"{s.name}: E0={s.E0:.6f} a^2={a_squared[s.name]:.6f} "
          f"u''(0)/a={second_derivative_at_origin(s):.0f}")

# First step of the march at the true energy.
print("First step, h=0.1 bohr, a=1: u(2h) true / w0 kept / w0 dropped")
for name in ("1s", "2p"):
    s = by_name[name]
    true = float(s.shape.subs(r_sym, 0.2))
    got = []
    for mode in ("kept", "dropped"):
        w, q = march(s, s.E0, 0.1, mode)
        got.append(w[2]/q[1])
    assert abs(got[0] - true) < 0.01*abs(got[1] - true)
    print(f"{name}: {true:.7f} / {got[0]:.7f} / {got[1]:.7f}")

print("Energy errors (hartree), then observed order")
print("h = 0.1, 0.05, 0.025, 0.0125 bohr (3d: 0.4, 0.2, 0.1, 0.05)")


def report(label, err):
    values = " ".join(f"{e:+.3e}" for e in err)
    print(f"{label:15s} {values}  {observed_order(err):.2f}")


dropped, kept = {}, {}
for s in states:
    dropped[s.name] = errors(s, "dropped")
    report(s.name + " dropped", dropped[s.name])
    if second_derivative_at_origin(s) != 0:
        kept[s.name] = errors(s, "kept")
        report(s.name + " kept", kept[s.name])

expected_order = {"1s": 2, "2s": 2, "2p": 3, "3d": 4, "osc-s": 4, "osc-p": 3}
for name, order in expected_order.items():
    assert abs(observed_order(dropped[name]) - order) < 0.2, name
for name in kept:
    assert abs(observed_order(kept[name]) - 4) < 0.2, name

# Leading coefficients; the dropped ones are extrapolated linearly to h = 0.
print("Leading coefficients: numerical / derived")
for name in ("1s", "2s", "2p", "osc-p"):
    s = by_name[name]
    order = expected_order[name]
    derived = (s.Z*a_squared[name]/12 if s.l == 0
               else p_factor*a_squared[name])
    scaled = dropped[name]/np.array(s.steps)**order
    numerical = 2*scaled[3] - scaled[2]
    assert abs(numerical/derived - 1) < 0.01, name
    print(f"{name} dropped, h^{order}: {numerical:+.6f} / {derived:+.6f}")
for name in kept:
    derived = sixth_integral[name]/480
    numerical = kept[name][2]/by_name[name].steps[2]**4
    assert abs(numerical/derived - 1) < 0.03, name
    print(f"{name} kept, h^4: {numerical:+.4e} / {derived:+.4e}")

# Telescoped identity for the energy shift, with the term dropped.
print("Shift at h=0.1 bohr: root finding / telescoped identity (hartree)")
for name in ("1s", "2p"):
    s, h = by_name[name], 0.1
    E_bar = s.E0 + dropped[name][0]
    w_bar, q_bar = march(s, E_bar, h, "dropped")
    r = h*np.arange(1, len(w_bar))
    u = sp.lambdify(r_sym, s.shape, "numpy")(r)
    f = s.l*(s.l + 1)/r**2 - 2*s.Z/r - 2*s.E0
    w = np.concatenate(([-h*h*second_derivative_at_origin(s)/12],
                        (1 - h*h*f/12)*u))
    tau = w[2:] - 2*w[1:-1] + w[:-2] - h*h*(f*u)[:-1]
    overlap = h*np.sum(u[:-1]*(w_bar[1:]/q_bar)[:-1])
    shift = (w_bar[1]*w[0] - np.sum(w_bar[1:-1]*tau))/(2*h*overlap)
    assert abs(shift/dropped[name][0] - 1) < 1e-5
    print(f"{name}: {dropped[name][0]:+.8e} / {shift:+.8e}")

# A start from two series points does not use the r = 0 term.
print("Other starts: errors (hartree), then observed order")
for name in ("1s", "2p"):
    err = errors(by_name[name], "two-point")
    assert abs(observed_order(err) - 4) < 0.25
    report(name + " two-point", err)

# How many series terms must link u(h) to the amplitude a.
for name, terms, order in (("1s", 1, 3), ("1s", 2, 4), ("2p", 1, 4)):
    err = errors(by_name[name], "kept", terms)
    assert abs(observed_order(err) - order) < 0.25, (name, terms)
    report(f"{name} {terms}-term", err)

print(f"1s, h=0.1 bohr, dropped: {dropped['1s'][0]:+.6f} hartree"
      f" = {dropped['1s'][0]*HARTREE_EV:+.5f} eV")
print(f"1s, h=0.1 bohr, kept: {kept['1s'][0]:+.3e} hartree"
      f" = {kept['1s'][0]*HARTREE_EV:+.3e} eV")
print(f"1s error ratio dropped/kept at h=0.1 bohr: "
      f"{abs(dropped['1s'][0]/kept['1s'][0]):.0f}")
print("finished without a failed check")
```

Running it gives:

```
Atomic units: r, h in bohr, energies in hartree; Z=1, omega=1
inner p sum S = -6.845064, closed form -6.845064
p-wave factor dE/(a^2 h^3) = -0.073045
1s: E0=-0.500000 a^2=4.000000 u''(0)/a=-2
2s: E0=-0.125000 a^2=0.500000 u''(0)/a=-2
2p: E0=-0.125000 a^2=0.041667 u''(0)/a=2
3d: E0=-0.055556 a^2=0.000081 u''(0)/a=0
osc-s: E0=1.500000 a^2=2.256758 u''(0)/a=-0
osc-p: E0=2.500000 a^2=1.504506 u''(0)/a=2
First step, h=0.1 bohr, a=1: u(2h) true / w0 kept / w0 dropped
1s: 0.1637462 / 0.1637461 / 0.1654004
2p: 0.0361935 / 0.0361935 / 0.0344690
Energy errors (hartree), then observed order
h = 0.1, 0.05, 0.025, 0.0125 bohr (3d: 0.4, 0.2, 0.1, 0.05)
1s dropped      +2.986e-03 +7.901e-04 +2.030e-04 +5.142e-05  1.96
1s kept         -1.041e-06 -6.509e-08 -4.069e-09 -2.543e-10  4.00
2s dropped      +3.740e-04 +9.882e-05 +2.538e-05 +6.428e-06  1.96
2s kept         -1.626e-08 -1.017e-09 -6.358e-11 -3.974e-12  4.00
2p dropped      -2.955e-06 -3.749e-07 -4.721e-08 -5.923e-09  2.99
2p kept         +1.627e-08 +1.017e-09 +6.358e-11 +3.974e-12  4.00
3d dropped      -7.282e-08 -4.567e-09 -2.857e-10 -1.786e-11  4.00
osc-s dropped   -2.739e-06 -1.710e-07 -1.068e-08 -6.676e-10  4.00
osc-p dropped   -1.151e-04 -1.406e-05 -1.737e-06 -2.159e-07  3.02
osc-p kept      -5.088e-06 -3.176e-07 -1.984e-08 -1.240e-09  4.00
Leading coefficients: numerical / derived
1s dropped, h^2: +0.333413 / +0.333333
2s dropped, h^2: +0.041674 / +0.041667
2p dropped, h^3: -0.003044 / -0.003044
osc-p dropped, h^3: -0.109892 / -0.109897
1s kept, h^4: -1.0416e-02 / -1.0417e-02
2s kept, h^4: -1.6276e-04 / -1.6276e-04
2p kept, h^4: +1.6276e-04 / +1.6276e-04
osc-p kept, h^4: -5.0788e-02 / -5.0781e-02
Shift at h=0.1 bohr: root finding / telescoped identity (hartree)
1s: +2.98568102e-03 / +2.98568102e-03
2p: -2.95505170e-06 / -2.95505170e-06
Other starts: errors (hartree), then observed order
1s two-point    -9.998e-07 -6.439e-08 -4.057e-09 -2.541e-10  3.99
2p two-point    +1.626e-08 +1.017e-09 +6.358e-11 +3.974e-12  4.00
1s 1-term       +2.898e-04 +3.889e-05 +5.033e-06 +6.400e-07  2.95
1s 2-term       -1.751e-05 -1.099e-06 -6.892e-08 -4.315e-09  4.00
2p 1-term       -1.210e-07 -7.790e-09 -4.942e-10 -3.112e-11  3.98
1s, h=0.1 bohr, dropped: +0.002986 hartree = +0.08124 eV
1s, h=0.1 bohr, kept: -1.041e-06 hartree = -2.832e-05 eV
1s error ratio dropped/kept at h=0.1 bohr: 2869
finished without a failed check
```
